# A Spurious Jump in the Self-Consistent Harmonic Double Well

**Q.** I have a classical particle in the double well

$$V(x)=-\tfrac12 ax^2+\tfrac14 bx^4,\qquad a,b>0 .$$

A self-consistent harmonic calculation puts it off centre when cold, and on heating the displacement disappears in one step. It looks like a phase transition. Before I believe or disbelieve it, what does the calculation minimise?

**A.** It minimises an upper bound to the free energy. Write $T$ for the thermal energy, Boltzmann's constant times temperature. The momentum part of the free energy is the same for every density in $x$, so it can be dropped. What remains is $F_{\rm exact}=-T\ln Z$ with $Z=\int e^{-V/T}dx$. For any normalised positive density $\rho(x)$,

$$Z=\int\rho\,e^{-V/T-\ln\rho}\,dx\;\ge\;\exp\Big(-\frac{\langle V\rangle}{T}-\langle\ln\rho\rangle\Big),$$

because the average of an exponential is at least the exponential of the average. Taking $-T\ln$ of both sides reverses the inequality:

$$F_{\rm exact}\le\langle V\rangle+T\langle\ln\rho\rangle .$$

The approximation restricts $\rho$ to one Gaussian of centre $X$ and variance $s$. That is the thermal density of a spring $K$ centred at $X$, with $s=T/K$. For it, $\langle\ln\rho\rangle=-\tfrac12\ln(2\pi s)-\tfrac12=-\tfrac12\ln(2\pi e s)$. The unit of length inside the logarithm shifts both sides of the bound equally.

**Q.** A quartic potential is not harmonic. Where does the anharmonicity enter?

**A.** Through $\langle V\rangle$, which is evaluated in full. Put $x=X+u$, with $\langle u^2\rangle=s$, $\langle u^4\rangle=3s^2$ and vanishing odd moments. Then $\langle x^2\rangle=X^2+s$ and $\langle x^4\rangle=X^4+6X^2s+3s^2$, so

$$F(X,s)=-\frac a2(X^2+s)+\frac b4(X^4+6X^2s+3s^2)-\frac T2\ln(2\pi es).$$

The two stationarity conditions are

$$\frac{\partial F}{\partial X}=X(-a+bX^2+3bs)=0,$$

$$\frac{\partial F}{\partial s}=-\frac a2+\frac{3b}{2}(X^2+s)-\frac{T}{2s}=0 .$$

Twice the second one gives the spring constant,

$$K=\frac Ts=-a+3b(X^2+s),$$

which is the average of $V''=-a+3bx^2$ over the Gaussian. The spring depends on the spread that it produces; this is the self-consistency.

**Q.** Then take $X\neq0$. Why should such a solution stop existing at a finite displacement, rather than shrink to zero?

**A.** For $X\ne0$ the first condition gives $X^2=a/b-3s$. Inserting it in $K$,

$$K=-a+3a-9bs+3bs=2a-6bs=2bX^2 .$$

Since $T=sK$,

$$T=2as-6bs^2 .$$

A larger spread needs a higher temperature, but it also softens the spring, and the second effect eventually wins. The right side has its maximum where $2a-12bs=0$, that is at $s=a/(6b)$, and its value there is

$$T_s=\frac{a^2}{3b}-\frac{a^2}{6b}=\frac{a^2}{6b}.$$

Above $T_s$ no displaced solution exists. At $T_s$ itself $X^2=a/b-a/(2b)=a/(2b)$, so the displacement is still $1/\sqrt2$ of the well position $\sqrt{a/b}$. The barrier is $V(0)-V(\sqrt{a/b})=a^2/(4b)$, so $T_s$ is two thirds of it.

**Q.** A quadratic in $s$ has two roots. Which one is physical?

**A.** Solve $6bs^2-2as+T=0$ and define $R=\sqrt{1-T/T_s}$. The smaller root is

$$s=\frac{a}{6b}(1-R),$$

and substitution in $X^2=a/b-3s$ and $K=2bX^2$ gives

$$X^2=\frac{a}{2b}(1+R),\qquad K=a(1+R).$$

The other root has $-R$ in place of $R$. To decide on stability, let $s$ adjust to its best value at each $X$ and find the curvature $G$ of the resulting function of $X$. With subscripts for derivatives, the condition $F_s=0$ implies $ds/dX=-F_{Xs}/F_{ss}$, hence

$$G=F_{XX}-\frac{F_{Xs}^2}{F_{ss}} .$$

On the displaced branch $-a+3bs=-bX^2$, so $F_{XX}=-a+3bX^2+3bs=2bX^2$. Also $F_{Xs}=3bX$, and with $T/s=2bX^2$,

$$F_{ss}=\frac{T}{2s^2}+\frac{3b}{2}=\frac{bX^2}{s}+\frac{3b}{2}>0 .$$

Therefore

$$G=2bX^2-\frac{9bX^2s}{X^2+\frac32s}=2bX^2\,\frac{X^2-3s}{X^2+\frac32 s}.$$

Now $X^2-3s=aR/b$ and $X^2+\frac32s=(a/4b)(3+R)$, so

$$G=\frac{4aR(1+R)}{3+R}.$$

The root with $+R$ has $G>0$ and is a local minimum. With $-R$ the curvature is negative and the solution is a saddle. Minimum and saddle merge at $T_s$.

**Q.** But $K$ equals $a$ at $T_s$. I would have looked for a spring constant going to zero.

**A.** $K$ measures the width of the trial density. The response to a static force is governed by $G$: a force $f$ adds $-fX$ to $F$, and the minimum shifts by $f/G$. As $T\to0$ both tend to $2a$, the true curvature at the well bottom. Near $T_s$, $G\simeq\frac43aR$ goes to zero as a square root while $K$ stays finite. The end of the branch is therefore not marked by $K=0$. In $K=a(1+R)$ it shows only as a slope in $T$ that diverges.

**Q.** So the approximation predicts its transition at $a^2/(6b)$?

**A.** That is the limit to which the displaced minimum can be followed on heating. The lowest minimum changes earlier. For $X=0$ the second condition reads $3bs^2-as-T=0$, whose positive root is

$$s_c=\frac{a+\sqrt{a^2+12bT}}{6b}.$$

Here $F_{XX}=-a+3bs_c=T/s_c>0$, $F_{Xs}=0$ and $F_{ss}>0$. The centred solution is thus a local minimum for every $T>0$, and cooling never makes it unstable. Even on top of the barrier, the Gaussian is wide enough to have a positive average curvature.

Now compare free energies. On the displaced branch, with $X^2=a/b-3s$,

$$\langle V\rangle_d=-\frac a2\Big(\frac ab-2s\Big)+\frac b4\Big(\frac{a^2}{b^2}-6s^2\Big)=-\frac{a^2}{4b}+as-\frac32bs^2 .$$

The second bracket comes from $(a/b-3s)^2+6s(a/b-3s)+3s^2$, in which the terms linear in $s$ cancel. On the centred branch $\langle V\rangle_c=-\frac12as_c+\frac34bs_c^2$. As $T\to0$ these tend to $-a^2/(4b)$ and $-a^2/(12b)$, so the displaced branch is lower when cold.

On either branch $F$ is stationary in $X$ and $s$, so $dF/dT$ is the explicit derivative, $-\frac12\ln(2\pi es)$. The difference obeys

$$\frac{d(F_d-F_c)}{dT}=\frac12\ln\frac{s_c}{s_d}>0,$$

because $s_d\le a/(6b)$ and $s_c>a/(3b)$. There can be at most one crossing. Solving $F_d=F_c$ numerically gives

$$T^*=0.1228\,\frac{a^2}{b}=0.737\,T_s .$$

The coefficient is universal for this potential, since measuring length in $\sqrt{a/b}$ and energy in $a^2/b$ removes both parameters. At $T^*$ the mean energy jumps by $\frac12T^*\ln(s_c/s_d)$, as at a first-order transition. Between $T^*$ and $T_s$ the displaced state is metastable within the approximation.

**Q.** Two minima, a latent heat and a limit of metastability. Why is that not a transition?

**A.** Because the free energy of one particle can be written down, and it is smooth. Expand $e^{ax^2/2T}$ in powers of $x^2$. All terms are positive, so the sum and the integral may be exchanged. With $y=bx^4/(4T)$,

$$\int_{-\infty}^{\infty}x^{2n}e^{-bx^4/4T}dx=\frac12\Big(\frac{4T}{b}\Big)^{n/2+1/4}\Gamma\Big(\frac n2+\frac14\Big).$$

Multiplying by $(a/2T)^n/n!$ and summing,

$$Z=\frac12\Big(\frac{4T}{b}\Big)^{1/4}\sum_{n=0}^{\infty}\frac{\Gamma(\frac n2+\frac14)}{n!}\Big(\frac{a}{\sqrt{bT}}\Big)^n .$$

The ratio of successive terms falls as $n^{-1/2}$, so the power series converges for every value of $a/\sqrt{bT}$. It is a sum of positive terms, so $Z>0$ and $\ln Z$ is analytic for all $T>0$. No derivative of the free energy jumps or diverges at $T^*$, at $T_s$ or at any other positive temperature.

**Q.** Smooth thermodynamics is one thing. Could the particle not still sit on one side?

**A.** Not in equilibrium. $V$ is even, so $\langle x\rangle=0$. A small force $f$ changes the weight to $e^{-(V-fx)/T}$, and differentiating the average gives

$$\frac{d\langle x\rangle}{df}\Big|_{f=0}=\frac{\langle x^2\rangle}{T},$$

which is finite for $T>0$. When $T\to0$, $\langle x^2\rangle\to a/b$ and the response grows as $a/(bT)$. The response is singular only in that limit.

**Q.** Yet the exact density has two peaks when cold. Surely they merge somewhere?

**A.** They do not. The classical density is proportional to $e^{-V/T}$, so its maxima lie at $\pm\sqrt{a/b}$ at every temperature. Heating reduces their height relative to the centre, $e^{a^2/(4bT)}$, which is $e^{3/2}$ at $T_s$. Two peaks in a measured or simulated density are therefore no evidence of a transition.

**Q.** Then where does the false transition come from, if the variational principle is sound?

**A.** From the set of densities allowed. In $\langle V\rangle+T\langle\ln\rho\rangle$ the first term is linear in $\rho$, and the second is $T\int\rho\ln\rho\,dx$, which is strictly convex. Over all densities there is one minimum, the exact density, and it is symmetric. But a mixture of two different Gaussians is not a Gaussian, so the restricted set is not convex and separate minima can appear. The single Gaussian must either choose one well or spread over both and cover the barrier. The displaced Gaussian describes one well closely but leaves out the other, which costs about $T\ln2$ in free energy. For the example below, this accounts for 0.0027 eV of its error of 0.0030 eV at $T^*$, where its $\langle x^2\rangle$ is within 2 % of the exact value. The centred Gaussian is symmetric but has the wrong shape, and its $\langle x^2\rangle$ at $T^*$ is half the exact one. The jump is a switch between these two incomplete descriptions.

**Q.** Show me the size of the error for something real.

**A.** Consider a heavy guest atom in an oversized cage of a type-I clathrate, a class of thermoelectric materials considered for cooling. In some of them the guest sits a few tenths of an angstrom off the cage centre. As round parameters of that rough order take $a=0.2$ eV/Å$^2$ and $b=1.25$ eV/Å$^4$, with the mass of barium. Then

$$\sqrt{a/b}=\sqrt{0.16}=0.40\ \text{Å},\qquad \frac{a^2}{4b}=\frac{0.04}{5}=0.0080\ \text{eV},$$

$$T_s=\frac{0.04}{7.5}=0.00533\ \text{eV}\quad(62\ \text{K}).$$

Direct minimisation of $F(X,s)$, without the branch formulas, loses the displaced minimum at the same 0.00533 eV. The free energies cross at $T^*=0.00393$ eV (46 K), with an energy step of 0.0033 eV.

At $0.9\,T_s$ the displacement is 0.324 Å, with $K=0.263$ and $G=0.100$ eV/Å$^2$. At $T_s$ it is 0.283 Å, with $K=0.200$ eV/Å$^2$ and $G=0$. If the displaced branch is followed to its end, $\langle x^2\rangle=X^2+s$ drops there from 0.107 to 0.073 Å$^2$. The exact value is 0.1337 Å$^2$ at $0.99\,T_s$ and 0.1336 Å$^2$ at $1.01\,T_s$. Over the same interval the exact configurational heat capacity goes from 0.311 to 0.305 Boltzmann constants.

**Q.** The exact $\langle x^2\rangle$ falls slightly on heating. Is that a misprint?

**A.** No. It starts from $a/b=0.16$ Å$^2$ at $T\to0$, is 0.134 Å$^2$ at $T_s$ and has risen again to 0.164 Å$^2$ at 350 K. The initial fall is already in the displaced branch, where $X^2+s=a/b-2s$ and $s\simeq T/(2a)$ when cold. Each well is softer towards the barrier, so thermal motion first brings the particle inwards. At high temperature the quartic walls set the scale and $\langle x^2\rangle$ grows as $\sqrt{T/b}$.

**Q.** A cooler for a chip works near 350 K, far above $T_s$. Is the approximation accurate there?

**A.** The branch is unambiguous, but the number is not good. The centred solution gives 0.120 Å$^2$ against the exact 0.164 Å$^2$, an error of $-27$ % relative to the exact classical value. Nor does the error vanish with further heating: $s_c\to\sqrt{T/(3b)}$, while the pure quartic integrals above give $\langle x^2\rangle\to2\sqrt{T/b}\,\Gamma(\frac34)/\Gamma(\frac14)$. The ratio of the two is a constant different from one.

**Q.** At 62 K, quantum motion might matter more than any of this.

**A.** It can be included in the same approximation. In atomic units, with $K=m\Omega^2$, the oscillator variance is $s=\coth(\Omega/2T)/(2m\Omega)$. The averages of $V$ are unchanged. The rest of the variational free energy is $F_h-\frac12Ks$, where $F_h$ is the free energy of the trial oscillator. Since $dF_h/dK=\frac12s$, the derivative of this part in $s$ is $-\frac12K$, which is what the classical term $-T/(2s)$ was. Both stationarity conditions therefore keep their form in $X$, $s$ and $K$, and $K=2a-6bs$ still holds on the displaced branch. Inverting the variance formula gives

$$T=\frac{\Omega}{2\,\mathrm{artanh}\,[1/(2m\Omega s)]},\qquad \Omega=\sqrt{\frac{2a-6bs}{m}} .$$

The maximum over $s$ is 0.00524 eV, 1.8 % below the classical $T_s$. The exact quantum $\langle x^2\rangle$ at $T_s$ is 0.1328 Å$^2$, 0.6 % below the classical one. The tunnel splitting of the lowest pair of levels is $1.5\times10^{-7}$ eV, far below $T_s$. For a guest this heavy, classical mechanics gives $\langle x^2\rangle$ at $T_s$ to within 1 %.

**Q.** A cage is not a line. What if the guest can move sideways?

**A.** That changes $T_s$ much more. Take the same potential as a function of the distance $r$ from the centre in a plane, with variances $s$ along the displacement and $t$ across it. Now

$$\langle r^4\rangle=X^4+6X^2s+3s^2+2(X^2+s)t+3t^2 .$$

Setting the derivative in $X$ to zero gives $X^2=a/b-3s-t$. The derivatives in $s$ and $t$ then give

$$\frac Ts=-a+b(3X^2+3s+t)=2bX^2,$$

$$\frac Tt=-a+b(X^2+s+3t)=2b(t-s).$$

Equating the two expressions for $T$, $s(a/b-3s-t)=t(t-s)$, so $t^2=as/b-3s^2$. The largest $T=2bt(t-s)$ along this curve is 0.00281 eV, or 0.53 of the one-dimensional $T_s$. A real cage has barriers between its off-centre sites, but these need not bring the limit back towards the line. Take $V=-\frac a2(u^2+v^2)+\frac b2(u^4+v^4)$ in perpendicular coordinates $u$ and $v$. It has four sites at distance $\sqrt{a/b}$ from the centre, and along a line through the centre and a site it is the original double well. Since $u$ and $v$ are uncoupled, each obeys the one-dimensional result with $2b$ in place of $b$. The limit is therefore $a^2/(12b)$, half of the one-dimensional $T_s$ and slightly below that of the free plane. Such differences are a warning against reading any material temperature from this formula.

**Q.** Could the guest at least stay in one well long enough for the displaced solution to describe it?

**A.** Estimate the one-way flux across $x=0$. The density there, for a particle known to be on one side, is $1/(Z/2)$ since $V(0)=0$. The Maxwell average of the velocity towards the other side, counting zero for the opposite direction, is $\sqrt{T/(2\pi m)}$. The hopping rate is their product,

$$k=\frac{2}{Z}\sqrt{\frac{T}{2\pi m}} .$$

At $T_s$ it gives a dwell time $1/k$ of 6 ps. Immediate recrossings are counted as hops, so the real dwell time is longer by a factor not computed here. With a barrier of only $1.5\,T_s$ there is no basis for treating the displaced state as permanent on laboratory times.

**Q.** Real crystals do have structural transitions. Have you proved too much?

**A.** The proof concerns one particle, or many uncoupled ones. Analyticity can fail when infinitely many particles are coupled. In mean field, suppose the neighbours with mean displacement of size $M$ exert a force $JM$ on each guest. The response found above gives $M=(\langle x^2\rangle/T)JM$ for small $M$, so order can start to grow when

$$J=\frac{T}{\langle x^2\rangle}.$$

At $T_s$ this is $0.00533/0.1337=0.040$ eV/Å$^2$. For comparison, treat two neighbours at distance $d$ as screened charges $q$ displaced perpendicular to the line joining them. In Gaussian units, where the squared electron charge is 14.4 eV Å, the part of each pair's energy that couples the displacements is $q^2x_1x_2/(\varepsilon d^3)$. It favours opposite displacements, and for alternating order $J=2q^2/(\varepsilon d^3)$. Rough inputs $q=2$ electron charges, $\varepsilon=15$ and $d=5.8$ Å give 0.039 eV/Å$^2$.

The near equality is accidental, because the inputs are rough and mean field ignores fluctuations. Two neighbours alone form a chain, which would not order. Summing the same dipole interaction over all large-cage sites of a cubic cell of edge $2d$ raises the strongest coupling to about 0.058 eV/Å$^2$. Letting the guest move in the plane raises the required coupling at $T_s$ to 0.063 eV/Å$^2$. It does show that coupling between guests cannot be neglected near 62 K, and it leaves open whether they order. At 350 K the required coupling is 0.184 eV/Å$^2$, nearly five times the two-neighbour estimate. With the lattice sum, or with motion in the plane (0.244 eV/Å$^2$ required), the ratio lies between about 3 and 6. Independent guests are then a more reasonable starting point.

**Q.** So what should I do when my own calculation shows such a jump?

**A.** Ask whether the modelled object has a coupling that could produce collective order. If it is a single local mode of an atom heavy enough to be treated classically, integrate its Boltzmann weight directly; in one dimension this takes only numerical integrals over $x$ at each temperature. For a light atom, sum over the quantum levels of the mode instead. If it is a mode of a coupled lattice, the jump may be real or may come from the Gaussian, and the single-mode formula cannot tell which. To decide, sample the coupled system at increasing size. A density free to occupy both wells removes the restriction to one Gaussian, but if it treats the sites as independent it is still a mean-field approximation. It can then show order even in a classical chain with nearest-neighbour coupling, which has no transition at any positive temperature. The numerical output below gives the values for this example.

## Values computed for the example and the checks

```
a: 0.200 eV/A^2
b: 1.250 eV/A^4
guest mass: 137.3 u
well position sqrt(a/b): 0.4000 A
barrier a^2/(4b): 0.00800 eV
T_s = a^2/(6b): 0.005333 eV
T_s as temperature: 61.9 K
T_s found by bisection: 0.005333 eV
T/T_s=0.5: X=0.3696 A, s=0.00781 A^2, K=0.3414 eV/A^2, G=0.2605 eV/A^2
T/T_s=0.9: X=0.3245 A, s=0.01823 A^2, K=0.2632 eV/A^2, G=0.1004 eV/A^2
T/T_s=1.0: X=0.2828 A, s=0.02667 A^2, K=0.2000 eV/A^2, G=0.0000 eV/A^2
crossing T*: 0.003930 eV
crossing T* as temperature: 45.6 K
T*/T_s: 0.7369
T* b/a^2: 0.12282
X on displaced branch at T*: 0.3479 A
SCHA energy step at T*: 0.003271 eV
SCHA <x^2> at T_s, displaced: 0.10667 A^2
SCHA <x^2> at T_s, centred: 0.07285 A^2
exact <x^2> at 0.99 T_s: 0.13372 A^2
exact <x^2> at 1.01 T_s: 0.13360 A^2
exact config. heat capacity at 0.99 T_s: 0.3107 k_B
exact config. heat capacity at 1.01 T_s: 0.3051 k_B
temperature of use: 350 K
thermal energy of use: 0.03016 eV
SCHA <x^2> at use: 0.12023 A^2
exact <x^2> at use: 0.16408 A^2
SCHA error in <x^2> at use: -26.7 %
well quantum hbar*omega: 0.00349 eV
quantum SCHA limit: 0.005237 eV
quantum SCHA limit / T_s: 0.9820
quantum <x^2> at T_s: 0.13284 A^2
classical exact <x^2> at T_s: 0.13366 A^2
tunnel splitting: 1.51e-07 eV
planar SCHA limit: 0.002806 eV
planar SCHA limit / T_s: 0.5260
dwell time in one well at T_s: 6.02 ps
rough guest charge: 2 e
rough dielectric constant: 15
rough guest distance: 5.8 A
rough dipole coupling: 0.0394 eV/A^2
mean-field coupling needed at T_s: 0.0399 eV/A^2
mean-field coupling needed at use: 0.1838 eV/A^2
```
